# Second Sound in Helium II from the Two-Fluid Equations, part 2

The speed $u_2$ of second sound, a temperature wave in helium II, is to be computed from a dilute gas of thermal excitations. Its entropy and heat capacity are known; its normal density is still needed. Units are SI.

The liquid has density $\rho=\rho_s+\rho_n$ (superfluid and normal), velocities $\mathbf v_s$ and $\mathbf v_n$, momentum density $\mathbf j=\rho_s\mathbf v_s+\rho_n\mathbf v_n$ and relative velocity $\mathbf w=\mathbf v_n-\mathbf v_s$. Temperature is $T$, pressure $P$ and wavenumber $k$. Entropy and heat capacity are $s$ and $c$ per mass, $S=\rho s$ and $C=\rho c$ per volume; $c_v$ and $c_p$ refer to fixed density and fixed pressure. The four linearised two-fluid equations express conservation of mass, momentum and entropy, and the acceleration of $\mathbf v_s$ by the gradient of the chemical potential. They give

$$\partial_t s=-\frac{s\rho_s}{\rho}\,\nabla\!\cdot\mathbf w , \tag{11}$$

$$\rho_n\,\partial_t\mathbf w=-\rho s\nabla T. \tag{12}$$

Without thermal expansion, first sound has $u_1^2=(\partial P/\partial\rho)_T$, and second sound has

$$u_2^2=\frac{Ts^2\rho_s}{c\,\rho_n}. \tag{23}$$

For temperature amplitude $\delta T$, second sound has $j=0$, $v_n=u_2c\,\delta T/(Ts)$, $v_s=-(\rho_n/\rho_s)v_n$ and heat flux $q=\rho c u_2\,\delta T$.

Expansion is measured by $P_T=(\partial P/\partial T)_\rho$. With $a=(\partial P/\partial\rho)_T$, the expansion coefficient is $\alpha=P_T/(\rho a)$, and

$$c_p=c_v+\frac{T P_T^2}{\rho^2a}. \tag{16}$$

Excitations of momentum $p$ and energy $\varepsilon(p)$ have free energy per volume

$$F=k_BT\int\frac{d^3p}{(2\pi\hbar)^3}\,\ln\!\left(1-e^{-\varepsilon/k_BT}\right). \tag{24}$$

Phonons have $\varepsilon=u_1p$ and

$$F_{\rm ph}=-\frac{\pi^2(k_BT)^4}{90\,\hbar^3u_1^3},\qquad
S_{\rm ph}=-\frac{4F_{\rm ph}}{T},\qquad C_{\rm ph}=3S_{\rm ph}. \tag{25}$$

Rotons have $\varepsilon=\Delta+(p-p_0)^2/(2m_r)$, with gap $\Delta$ and mass $m_r$. For $y=\Delta/k_BT\gg1$, their number per volume $N$, entropy and heat capacity are

$$N=\frac{4\pi p_0^2}{(2\pi\hbar)^3}\sqrt{2\pi m_rk_BT}\;e^{-y}
=\frac{p_0^2\sqrt{2\pi m_rk_BT}}{2\pi^2\hbar^3}\,e^{-y}, \tag{26}$$

$$S_{\rm r}=k_BN+k_BT\frac{dN}{dT}=k_BN\left(\tfrac32+y\right), \tag{27}$$

$$C_{\rm r}=k_BN\left[\left(\tfrac12+y\right)\left(\tfrac32+y\right)-y\right]
=k_BN\left(\tfrac34+y+y^2\right). \tag{28}$$

### 11. Normal density of the excitation gas

Work in the frame where the superfluid is at rest. The momentum density there is $\mathbf j-\rho\mathbf v_s=\rho_n\mathbf w$. Collisions conserve momentum, so a gas in equilibrium can drift at velocity $\mathbf w$. Its occupation numbers are those of the Bose function $n$ with $\varepsilon$ replaced by $\varepsilon-\mathbf p\cdot\mathbf w$. To first order in $\mathbf w$,

$$\rho_n\mathbf w=\int\frac{d^3p}{(2\pi\hbar)^3}\,\mathbf p\left[n(\varepsilon)-(\mathbf p\cdot\mathbf w)\frac{dn}{d\varepsilon}\right].$$

The first term vanishes by symmetry. In the second, averaging over directions replaces $\mathbf p(\mathbf p\cdot\mathbf w)$ by $p^2\mathbf w/3$, so

$$\rho_n=-\frac13\int\frac{d^3p}{(2\pi\hbar)^3}\,p^2\,\frac{dn}{d\varepsilon}. \tag{29}$$

For phonons $dn/d\varepsilon=(1/u_1)\,dn/dp$. Integrating by parts over $p$,

$$\rho_{n,\rm ph}=-\frac{1}{6\pi^2\hbar^3u_1}\int_0^\infty p^4\frac{dn}{dp}\,dp=\frac{4}{6\pi^2\hbar^3u_1}\int_0^\infty p^3n\,dp .$$

The phonon energy density is $E=(u_1/2\pi^2\hbar^3)\int p^3n\,dp$, so $\rho_{n,\rm ph}=4E/(3u_1^2)$. From (25), $E=F_{\rm ph}+TS_{\rm ph}=-3F_{\rm ph}=\tfrac34TS_{\rm ph}$. Therefore

$$\rho_{n,\rm ph}=\frac{TS_{\rm ph}}{u_1^2}. \tag{30}$$

For rotons $dn/d\varepsilon\simeq-n/k_BT$ and $p\simeq p_0$, so

$$\rho_{n,\rm r}=\frac{p_0^2N}{3k_BT}. \tag{31}$$

### 12. The phonon limit

At low temperature the factor $e^{-y}$ removes the rotons. Put $s=S/\rho$ and $c=C/\rho$ in (23), then use (25) and (30):

$$u_2^2=\frac{TS^2\rho_s}{\rho\,C\rho_n}
=\frac{TS^2}{3S\,(TS/u_1^2)}\,\frac{\rho_s}{\rho}
=\frac{u_1^2}{3}\,\frac{\rho_s}{\rho}\;\longrightarrow\;\frac{u_1^2}{3}. \tag{32}$$

The small entropy, heat capacity and normal density cancel, and a finite speed remains. For $u_1=240$ m/s the limit is 138.564 m/s. The eigenvalues of the four linearised two-fluid equations, with phonons and rotons both present at 0.3 K, give 138.562 m/s.

The same limit describes a drifting phonon gas in a crystal, under stated conditions. With $\rho_s/\rho\to1$, the equations for relative flow and entropy become $\rho_n\partial_t\mathbf w=-S\nabla T$ and $(C/T)\,\partial_tT=-S\,\nabla\!\cdot\mathbf w$. They involve the excitation gas alone, and give $u_2^2=TS^2/(C\rho_n)$. If crystal momentum is nearly conserved in collisions, and if the phonons have one isotropic linear branch, the temperature wave again travels at the phonon speed divided by $\sqrt3$. A real crystal has three acoustic branches. For isotropic linear branches with speeds $v_i$, equations (25) and (30) summed over branches give $u_2^2=\sum_i v_i^{-3}\big/\left(3\sum_i v_i^{-5}\right)$. The slow transverse branches dominate this ratio: for $v_T=0.6\,v_L$ the speed is $1.03\,v_T/\sqrt3$, or $0.62\,v_L/\sqrt3$.

In either system the limit requires phonon collisions to be frequent on the scale of the wave. Cooling makes the gas more dilute. Once phonons cross the sample without colliding, there is no local drift velocity and (32) does not apply.

### 13. Worked example: helium II at 1.5 K

The inputs are rough typical values for liquid helium at low pressure: $\rho=145$ kg/m³, $u_1=240$ m/s, $\Delta/k_B=8.6$ K, $p_0/\hbar=19$ nm⁻¹, and $m_r$ equal to 0.16 helium atom masses. Equations (25)–(31) give:

| Quantity | Phonons | Rotons | Total |
|---|---|---|---|
| $s$, J/(kg K) | 22.88 | 143.79 | 166.67 |
| $c$, J/(kg K) | 68.65 | 782.33 | 850.97 |
| $\rho_n$, kg/m³ | 0.086 | 13.491 | 13.577 |

The superfluid density is $145-13.577=131.423$ kg/m³. More digits are kept here than the inputs deserve, so that the arithmetic can be followed. Formula (23) gives

$$u_2^2=\frac{1.5\times(166.67)^2\times131.423}{850.97\times13.577}\ \frac{\rm m^2}{\rm s^2}=474\ \frac{\rm m^2}{\rm s^2},$$

so $u_2=21.8$ m/s, or 2180 cm/s. The eigenvalues of the linearised equations, with the same equation of state and no expansion, are 21.771 m/s and 240.000 m/s. The first agrees with (23) and the second with the input $u_1$.

The model gives 80.7 m/s at 0.6 K, 20.0 m/s at 1.0 K, 19.6 m/s at 1.2 K and 21.8 m/s at 1.5 K. The steep fall from the phonon limit comes from the rotons. At 1.5 K they supply 86% of the entropy but more than 99% of the normal density, so they add much inertia to the counterflow.

The later rise can be traced to the roton terms. Insert (27), (28) and (31) in (23) and omit the phonons. The number $N$ cancels:

$$u_2^2=\frac{3(k_BT)^2}{p_0^2}\,
\frac{(\frac32+y)^2}{\frac34+y+y^2}\,\frac{\rho_s}{\rho}. \tag{33}$$

For large $y$ and small $\rho_n/\rho$ this speed is proportional to $T$. With the roton entries of the table and $\rho_s=131.423$ kg/m³, (23) gives 19.7 m/s at 1.5 K, so the phonons raise the speed by about 2 m/s there.

### 14. A wave of one millikelvin

Take a temperature amplitude $\delta T=1$ mK at 10 kHz. The wavelength is $21.771/10^4$ m $=2.18$ mm. The velocity of the normal fluid is

$$v_n=\frac{21.771\times850.97\times10^{-3}}{1.5\times166.67}\ \frac{\rm m}{\rm s}=7.41\ \frac{\rm cm}{\rm s},$$

and that of the superfluid is $-(13.577/131.423)\times7.41=-0.77$ cm/s. The heat flux amplitude is $145\times850.97\times21.771\times10^{-3}=2686$ W/m², or 0.269 W/cm².

The ratio $v_n/u_2$ is 0.34%. It sets the relative size of the quadratic terms dropped from the equations of motion. It does not bound the distortion of a waveform over a long path, because small differences in local speed accumulate with distance. In this model the crest of the wave travels about 0.33% faster than $u_2$, so a plane wave steepens strongly after a distance of about $2.18\ {\rm mm}/(2\pi\times0.0033)\approx10$ cm. The linear results hold only over shorter paths, or for smaller amplitudes.

### 15. How much the neglected effects matter

**Thermal expansion.** Let the excitation parameters vary as powers of density, with rough exponents $2.8$ for the phonon speed, $-0.5$ for the gap, $1/3$ for $p_0$ and $-1$ for $m_r$. The model then gives $P_T=-2.94$ kPa/K and $\alpha=-3.6\times10^{-4}$ K⁻¹: the liquid contracts on warming. It also gives $c_p/c_v-1=1.3\times10^{-5}$, which lowers $u_2$ by 0.0006%.

This small value comes from a cancellation. From $(\partial s/\partial\rho)_T=-P_T/\rho^2$ and $s=S/\rho$,

$$P_T=S-\rho\left(\frac{\partial S}{\partial\rho}\right)_T=S\left(1-\frac{\partial\ln S}{\partial\ln\rho}\right)$$

for each kind of excitation. For phonons $S\propto u_1^{-3}$, so the logarithmic derivative is $-3\times2.8=-8.4$, and their part is $145\times22.88\times9.4$ Pa/K $=31$ kPa/K. The rotons must then contribute about $-34$ kPa/K. A modest change in the exponents would spoil the balance. If the roton part stood alone, $c_p/c_v-1$ would grow by $(34/2.94)^2\approx134$, to about $1.7\times10^{-3}$, and $u_2$ would fall by about 0.09%. This case is not an upper bound, because the roton part itself depends strongly on the gap exponent, and neutron data suggest a value nearer $-1$ than $-0.5$. An exponent of $-0.7$ gives $\alpha\approx-2.8\times10^{-3}$ K⁻¹. An exponent of $-0.96$ gives $P_T\approx-50$ kPa/K and $c_p/c_v-1\approx3.7\times10^{-3}$, and lowers $u_2$ by about 0.2%. The values of $P_T$ and $\alpha$ quoted above are therefore not properties of real helium. Over this whole range, neglecting expansion changes $u_2$ by no more than about 0.2%.

**Width of the roton minimum.** Thermal rotons have a spread of momentum about $p_0$ with variance $m_rk_BT$. Let $t=m_rk_BT/p_0^2$. The Gaussian averages are

$$\langle p^2\rangle=p_0^2(1+t),\qquad \langle p^4\rangle=p_0^4(1+6t+3t^2).$$

The first enters $N$ and the second enters $\rho_n$, so the spread raises the normal density more than the entropy. Numerical integration of (24) and of the momentum of a drifting Bose gas includes both this spread and the Bose statistics of the rotons. It gives $u_2=21.4$ m/s, which is 1.8% below the closed formulas.

**Interactions between rotons.** These can lower the gap as the gas becomes denser. As a trial, a constant gap lower by 0.1 K, with all other parameters fixed, reduces $u_2$ by 0.8%. This is not an estimate of the full effect. A gap that falls on warming also makes the entropy rise faster with temperature, which increases $c$ and lowers $u_2$ further. If the shift of the gap is taken proportional to $N$ and equal to $-0.1$ K at 1.5 K, and any effect of the interaction on the form of (31) is ignored, the total reduction of $u_2$ is about 4%.

**Viscosity.** A shear viscosity $\eta$ adds $\tfrac43\eta\,\partial_x^2v_n$ to the right side of the momentum equation, and hence to that of the relative equation:

$$\rho_n\partial_tw=-\rho s\,\partial_xT+\tfrac43\eta\,\partial_x^2v_n .$$

To leading order $j=0$, so $v_n=(\rho_s/\rho)w$. Differentiate in time and use $\partial_tT=-(Ts\rho_s/c\rho)\,\partial_xw$:

$$\partial_t^2w=u_2^2\,\partial_x^2w+\frac{4\eta\rho_s}{3\rho\rho_n}\,\partial_x^2\partial_tw .$$

For $w\propto e^{ikx+\lambda t}$ this gives $\lambda^2+2\Gamma\lambda+u_2^2k^2=0$. For weak damping, the amplitude decays at the rate

$$\Gamma=\frac{2\eta k^2\rho_s}{3\rho\rho_n}. \tag{34}$$

With the rough value $\eta=1.3$ µPa s, $\Gamma=0.48$ s⁻¹ at 10 kHz, and the decay length $u_2/\Gamma$ is 45 m. Bulk viscosity and heat conduction add damping that is not estimated here, so a real wave decays sooner. If the counterflow sustains a tangle of quantised vortices, their friction can exceed the shear damping by far. The 45 m is therefore the decay length from shear viscosity alone, not a prediction for a real wave of this amplitude, which steepens within about 10 cm.

**Mean free path.** The kinetic estimate $\eta\approx\rho_n v\ell/3$, with roton speed $v=\sqrt{k_BT/m_r}=140$ m/s, gives $\ell\approx2$ nm. The factor $1/3$ is crude. A relaxation-time calculation for rotons gives $1/5$ and $\ell\approx3.5$ nm, and both estimates assign the whole viscosity to the rotons. Either length is about a millionth of the wavelength, so a hydrodynamic description of the rotons is justified. The same numbers limit the model in another way. Equation (26) gives $N\approx2.1\times10^{26}$ m⁻³, a mean spacing of 1.7 nm, which is comparable with $\ell$, and the collision broadening $\hbar v/\ell$ is 0.3 to 0.5 K. The picture of a dilute gas of independent rotons is therefore only approximate at 1.5 K. The estimate does not apply to the phonons, whose mean free path is a separate matter.

### 16. The model beside real helium

Measured second-sound speeds in helium II are roughly 20 m/s over much of the range from 1 K to 1.8 K, so the model value has the right size, but no more than that. It is about 8% above the measured speed at 1.5 K, and at 1.8 K it gives 23.9 m/s and is still rising. Replacing the linear and parabolic branches by the whole measured dispersion curve raises $s$, $c$ and $\rho_n$ at 1.5 K by roughly 10 to 16% and lowers $u_2$ to about 21 m/s. The entries of the table, and the wave amplitudes derived from them, carry at least this uncertainty as values for real helium. Second sound is used to locate hot spots on superconducting cavities in helium baths near 1.8 K, where the distance is estimated as the arrival time multiplied by $u_2$. This assumes a small source that releases its heat directly into the helium. A heated region of finite size, or heat spreading through the cavity wall, shifts the result. Within the simple estimate, at a fixed arrival time, a 2% error in speed is a 2% error in distance. In such a bath the assumption of independent rotons is less safe than at 1.5 K, because their number grows quickly with temperature. The correction of 1.8% found above for the roton width and Bose statistics refers to 1.5 K and should not be carried over to 1.8 K. For timing work, (23) should be used with measured $s$, $c_p$ and $\rho_n$ at the bath temperature, or with a measured speed. Close to the superfluid transition the dilute gas fails altogether, while the two-fluid formula keeps its meaning as long as the wave is long, weak and lightly damped.

The numerical output lists the values used in this example.

## Calculated quantities

```
temperature: 1.50 K
density: 145.0 kg/m^3
first-sound speed, input: 240.0 m/s
roton gap / kB: 8.60 K
roton wavenumber: 19.0 1/nm
roton mass / helium atom mass: 0.16
phonon entropy per mass: 22.88 J/(kg K)
roton entropy per mass: 143.79 J/(kg K)
total entropy per mass s: 166.67 J/(kg K)
phonon heat capacity: 68.65 J/(kg K)
roton heat capacity: 782.33 J/(kg K)
total heat capacity c: 850.97 J/(kg K)
phonon normal density: 0.0864 kg/m^3
roton normal density: 13.491 kg/m^3
total normal density: 13.577 kg/m^3
superfluid density: 131.423 kg/m^3
normal fraction: 0.0936
u2 squared: 473.98 m^2/s^2
u2 from formula: 21.771 m/s = 2177.1 cm/s
u2 from eigenvalues: 21.771 m/s
u1 from eigenvalues: 240.000 m/s
u2 at 0.3 K, eigenvalues: 138.562 m/s
u1/sqrt(3): 138.564 m/s
u2 at 0.6 K, formula: 80.694 m/s
u2 at 1.0 K, formula: 20.035 m/s
u2 at 1.2 K, formula: 19.567 m/s
wave temperature amplitude: 1.00 mK
normal velocity amplitude: 7.410 cm/s
superfluid velocity amplitude: -0.766 cm/s
heat flux amplitude: 0.2686 W/cm^2
finite amplitude, vn/u2: 0.340 %
density exponent, sound speed: 2.80
density exponent, roton gap: -0.50
density exponent, roton wavenumber: 0.333
density exponent, roton mass: -1.00
dP/dT at fixed density: -2.943 kPa/K
thermal expansion coefficient: -3.575e-04 1/K
c_p/c_v - 1: 1.279e-05
u2 with expansion: 21.7710 m/s
u2 change, expansion: -0.0006 %
u2^2 error left after using c_p: 0.00001 %
u2 with roton width and Bose: 21.371 m/s
u2 change, width and Bose: -1.836 %
trial drop of roton gap: 0.10 K
u2 change, lower gap: -0.785 %
shear viscosity, input: 1.30 uPa s
frequency: 10.0 kHz
wavelength: 2.177 mm
shear damping rate: 0.4819 1/s
shear decay length: 45.18 m
roton thermal speed: 139.6 m/s
roton mean free path, rough: 2.06 nm
```
